# Step and Peak in the Kohn-Sham Potential of Model LiH

## Result

Two electrons in a spin singlet move on a line in an external potential \(v(x)\) and repel each other through \(w(x,y)\). Let \(\psi(x,y)\) be their real, nodeless ground state, normalized to one, with energy \(E_2\). Let \(E_1\) be the ground energy of one electron in the same \(v\). Define

\[
\phi(x)^2=\int\psi(x,y)^2\,dy=\tfrac12 n(x),\qquad \Phi(y|x)=\frac{\psi(x,y)}{\phi(x)},
\]

where \(n\) is the density. The Kohn-Sham potential \(v_s\) that reproduces \(n\) and vanishes at infinity has two equivalent forms. The direct form is

\[
v_s=\frac{\phi''}{2\phi}+E_2-E_1, \tag{A}
\]

and the conditional form is

\[
v_s=v+\underbrace{\langle\Phi|h_y+w|\Phi\rangle-E_1}_{\text{step term}}+\underbrace{\tfrac12\int(\partial_x\Phi)^2dy}_{\text{peak term}}. \tag{B}
\]

Here \(h_y=-\tfrac12\partial_y^2+v(y)\), and the brackets integrate over \(y\) at fixed \(x\). Atomic units are used throughout.

Form (A) divides a numerical second derivative by a small number in the tails. Form (B) is much less sensitive to uncorrelated noise in \(\psi\) as long as \(\phi\) stays well above a threshold derived below (in the far tails it is no better), and its difference from (A) is, at each \(x\), the part of the Schrödinger residual that lies along \(\psi(x,\cdot)\). The scheme therefore computes both, uses (B), and discards it where the two disagree. Agreement screens against noise; it does not bound the error caused by a smooth defect of \(\psi\).

## Model

The external potential is \(v=v_L+v_H\), with

\[
v_a(x)=-\frac{1}{\sqrt{(x-x_a)^2+s_a^2}},\qquad w(x,y)=\frac{1}{\sqrt{(x-y)^2+s_e^2}},
\]

\(x_L=-R/2\) and \(x_H=R/2\). The softening lengths are \(s_L=1.5\), \(s_H=0.8\) and \(s_e=0.8\) bohr. They are model parameters. The labels L and H mark the centres of lower and higher ionization energy, and no number below describes a real molecule. The nuclear repulsion is left out because it does not affect \(v_s\).

## Derivation of the two forms

In the Kohn-Sham ground state both electrons occupy one orbital, so \(n=2\phi^2\) and the orbital is \(\phi=\sqrt{n/2}\). Its equation, \(-\tfrac12\phi''+v_s\phi=\varepsilon\phi\), gives

\[
v_s=\varepsilon+\frac{\phi''}{2\phi}.
\]

The constant \(\varepsilon\) is still open. To find it, insert \(\psi=\phi\Phi\) into

\[
-\tfrac12\partial_x^2\psi+v(x)\psi+(h_y+w)\psi=E_2\psi .
\]

The product rule gives \(\partial_x^2\psi=\phi''\Phi+2\phi'\partial_x\Phi+\phi\,\partial_x^2\Phi\). Since \(\int\Phi^2dy=1\) for every \(x\), one derivative gives \(\langle\Phi|\partial_x\Phi\rangle=0\), and a second gives \(\langle\Phi|\partial_x^2\Phi\rangle=-\int(\partial_x\Phi)^2dy\). Multiplying the Schrödinger equation by \(\Phi\) and integrating over \(y\) therefore yields

\[
-\tfrac12\phi''+\tfrac12\phi\int(\partial_x\Phi)^2dy+v\phi+\langle\Phi|h_y+w|\Phi\rangle\phi=E_2\phi .
\]

Division by \(\phi\) gives

\[
\frac{\phi''}{2\phi}=v+\langle\Phi|h_y+w|\Phi\rangle+\tfrac12\int(\partial_x\Phi)^2dy-E_2 .
\]

Now let one electron go far away. Assume, as is normal for a bound ground state, that the other relaxes to the ground state of the ion. Then \(v\), \(w\) and \(\partial_x\Phi\) vanish there, \(\langle h_y\rangle\to E_1\), and the right side tends to \(E_1-E_2\). The condition \(v_s\to0\) fixes \(\varepsilon=E_2-E_1=-I\), with \(I\) the ionization energy. This gives (A), and adding \(E_2-E_1\) to the last equation gives (B). The constant comes from two energies, so no tail has to be fitted.

The terms of (B) have a direct meaning. The step term is the energy of the second electron, given the first at \(x\), measured from the ion's ground energy. The peak term is half the squared rate at which the second electron's state changes as the first moves. It is large where a small displacement of one electron switches the other from one atom to the other.

## Grid version

Let the spacing be \(h\) and let the second derivative be a symmetric stencil, \((Df)_i=h^{-2}\sum_k c_kf_{i+k}\), with \(c_{-k}=c_k\) and \(f=0\) outside the box. The program uses sixth order:

\[
c_0=-\tfrac{49}{18},\quad c_1=\tfrac32,\quad c_2=-\tfrac{3}{20},\quad c_3=\tfrac1{90}.
\]

Write \(\psi_i\) for the row \(\psi(x_i,\cdot)\), with inner product \(h\sum_j\). The grid peak term is defined as what remains of \(D\phi/2\phi\) after the \(x\)-kinetic energy of \(\psi\) is removed:

\[
p_i=\frac{(D\phi)_i}{2\phi_i}-\frac{\langle\psi_i|(D_x\psi)_i\rangle}{2\phi_i^2}
=\frac1{2h^2}\sum_kc_k\left[\frac{\phi_{i+k}}{\phi_i}-\frac{\langle\psi_i|\psi_{i+k}\rangle}{\phi_i^2}\right].
\]

With \(\langle\psi_i|\psi_{i+k}\rangle=\phi_i\phi_{i+k}\langle\Phi_i|\Phi_{i+k}\rangle\) and, for unit vectors, \(1-\langle\Phi_i|\Phi_{i+k}\rangle=\tfrac12\|\Phi_{i+k}-\Phi_i\|^2\), this becomes

\[
p_i=\frac1{4h^2}\sum_kc_k\frac{\phi_{i+k}}{\phi_i}\|\Phi_{i+k}-\Phi_i\|^2 .
\]

For small \(h\) the squared norm is \(k^2h^2\|\partial_x\Phi\|^2\), and \(\sum_kc_kk^2=2\) restores the factor \(\tfrac12\) of (B).

Let \(r=H\psi-E_2\psi\) be the residual of the computed state. Its row \(i\), projected on \(\psi_i\) and divided by \(\phi_i^2\), reads

\[
-\frac{\langle\psi_i|(D_x\psi)_i\rangle}{2\phi_i^2}+v_i+\langle h_y+w\rangle_i-E_2=\frac{\langle\psi_i|r_i\rangle}{\phi_i^2}.
\]

Solving this for \(v_i+\langle h_y+w\rangle_i\) and inserting it into (B) gives

\[
v_{s,i}^{(B)}-v_{s,i}^{(A)}=\frac{\langle\psi_i|r_i\rangle}{\phi_i^2}. \tag{C}
\]

For an exact eigenvector of the grid Hamiltonian the two forms coincide. Any disagreement beyond rounding is solver error or noise.

## Tail noise

Add independent noise of standard deviation \(\sigma\) to each value \(\psi_{ij}\). From \(\phi_i^2=h\sum_j\psi_{ij}^2\), to first order,

\[
\delta\phi_i=\frac{h}{\phi_i}\sum_j\psi_{ij}\xi_{ij},\qquad
\langle\delta\phi_i^2\rangle=\frac{h^2\sigma^2}{\phi_i^2}\sum_j\psi_{ij}^2=h\sigma^2 .
\]

The noise in \(\phi\) thus has the same size everywhere and is nearly independent from point to point. (Exchange symmetry makes two rows share one element, which is negligible.) In (A) the dominant error is \(D\delta\phi/2\phi\). The other first-order term, \(-(D\phi)\,\delta\phi/2\phi^2\), is smaller by a factor of order \(h^2\phi''/\phi\). Hence

\[
\delta v_s^{(A)}\big|_{\rm rms}\approx\frac{\|c\|\,\sigma\sqrt h}{2h^2\phi},\qquad \|c\|=\Big(\sum_kc_k^2\Big)^{1/2}=3.458 .
\]

The error grows as \(1/\phi\), and refining the grid at fixed \(\sigma\) makes it worse as \(h^{-3/2}\). The law needs \(\phi\gg\sigma\sqrt{\ell}\), with \(\ell\) the box length. Below that floor the computed \(\phi\) is itself noise.

In (B) the first-order error of the peak term contains \(\langle\Phi_{i+k}-\Phi_i|\delta\Phi_{i+k}-\delta\Phi_i\rangle/h^2\). The first factor is of order \(h\|\partial_x\Phi\|\), so one power of \(1/h\) is gained everywhere, and more where \(\Phi\) barely changes. The first-order error of the step term is \(2\langle(h_y+w-\langle h_y+w\rangle)\Phi|\delta\Phi\rangle\), in which the derivatives act on the smooth \(\Phi\) and no \(1/h^2\) multiplies the noise. What remains is of second order: \(\|\delta\Phi\|^2\approx\sigma^2\ell/\phi^2\) enters both terms with a factor \(1/h^2\), giving about \(\sigma^2\ell/(h^2\phi^2)\). Its ratio to the error of (A) is of order \(\sigma\ell/(\sqrt h\,\phi)\), so (B) is the better form only where \(\phi\gg\sigma\ell/\sqrt h\), a threshold \(\sqrt{\ell/h}\) times higher than the floor above.

## Algorithm

```
input: R, h, box margin, residual tolerance, tau
build v, w, stencil D
E1 <- lowest eigenvalue of -D/2 + v
phi_L, phi_H <- atomic orbitals in v_L and v_H
start <- phi_L(x) phi_H(y) + phi_H(x) phi_L(y)

Davidson iteration from start:
    orthogonalize new vector twice, append it
    diagonalize H in the subspace -> E2, psi
    r <- H psi - E2 psi ; stop if |r| < tolerance
    if subspace is full: keep 3 Ritz vectors
                         and the previous iterate
    t <- sine transform of r,
         divide by (T_m + T_m' + 1), transform back
    new vector <- (t + transpose(t)) / 2

phi_i <- sqrt(h sum_j psi_ij^2) ; Phi <- psi / phi
direct <- D phi / (2 phi) + E2 - E1
step   <- <Phi| h_y + w |Phi> - E1
peak   <- sum_k c_k (phi_{i+k}/phi_i)
          |Phi_{i+k} - Phi_i|^2 / (4 h^2)
vs     <- v + step + peak
window <- from mid-bond outward while
          |vs - direct| <= tau
return vs inside window
```

The preconditioner uses \(T_m=-\frac1{2h^2}\big(c_0+2\sum_{k=1}^{3}c_k\cos k\theta_m\big)\) with \(\theta_m=\pi m/(N+1)\), the kinetic energy of the sine mode \(m\). It ignores how the stencil is cut at the walls, which affects the convergence rate but not the converged state. Symmetrizing \(t\) removes any triplet component that rounding might introduce.

The stopping rule must use the residual. If \(\psi=\cos\theta\,\psi_0+\sin\theta\,\chi\), with \(\chi\) orthogonal to the ground state \(\psi_0\), the energy error is \(\sin^2\theta\,(\langle\chi|H|\chi\rangle-E_0)\), where \(E_0\) is the exact ground energy. It is quadratic in the admixture, while the error of \(\psi\) is linear and is divided by \(\phi\) in the tails. At \(R=10\) bohr, a state stopped at a residual of \(9.5\times10^{-5}\) hartree has an energy error of \(7.5\times10^{-9}\) hartree. The error of form (A) reaches \(2.4\times10^{-4}\) hartree between 8 bohr outside L and 6 bohr outside H, some 30,000 times more (the factor depends on the solver). Form (B) gives little protection here: its error for the same state is \(1.8\times10^{-4}\) hartree. Its advantage was shown for uncorrelated noise and does not carry over to the error of this unconverged state.

**Cost.** With \(N\) points per electron, one iteration needs \(O(N^2)\) work for the stencil, \(O(N^2\log N)\) for the transforms and \(O(mN^2)\) for a subspace of size \(m\le14\). The inversion costs \(O(N^2)\), and the dense one-electron problems \(O(N^3)\). Storage is dominated by \(2\times14\) vectors of length \(N^2\). For the largest grid, \(N=319\), that is \(28\times319^2\times8\) bytes, or about 23 MB.

## What to expect at large separation

When the atoms are far apart, each holds one electron, provided \(I_L\) exceeds the electron affinity of H. This holds in the model, where the affinity is 0.075 hartree and \(I_L=0.4755\) hartree. The Heitler-London state, with overlap \(S=\int\phi_L\phi_H\,dx\), has the density

\[
n=\frac{\phi_L^2+\phi_H^2+2S\phi_L\phi_H}{1+S^2}.
\]

Since \(2\phi_L\phi_H\le\phi_L^2+\phi_H^2\), dropping the overlap changes \(n\) by a relative amount of order \(S\) at most. Take then \(n=\phi_L^2+\phi_H^2\), with weights \(w_a=\phi_a^2/n\) and logarithmic slopes \(k_a=\phi_a'/\phi_a\). Because \(\phi\propto\sqrt n\),

\[
\frac{\phi''}{2\phi}=\frac{n''}{4n}-\frac{n'^2}{8n^2}.
\]

Here \(n'/n=2\sum_aw_ak_a\). With the atomic equations \(\phi_a''=2(v_a+I_a)\phi_a\),

\[
\frac{n''}{4n}=\sum_a w_a\Big(\tfrac12k_a^2+v_a+I_a\Big).
\]

The slopes combine to half their weighted variance, \(\tfrac12\big[\sum_a w_ak_a^2-(\sum_a w_ak_a)^2\big]=\tfrac12w_Lw_H(k_L-k_H)^2\), so

\[
v_s+I=\sum_aw_a(v_a+I_a)+\tfrac12w_Lw_H(k_L-k_H)^2 . \tag{D}
\]

For this density (D) is an identity. Its use for the molecule neglects overlap and mutual polarization.

**Step.** At large \(R\) the weaker-bound electron is ionized, so \(I\to I_L\). Near L, (D) gives \(v_s\approx v_L\); near H it gives \(v_s\approx v_H+I_H-I_L\). The raised level at H keeps both electrons in one orbital of energy \(-I_L\) while each atom retains one electron. Subtracting \(v\) gives \(v_{Hxc}=v_s-v\), the sum of the Hartree and exchange-correlation potentials. Its difference between the nuclei is

\[
\Delta=I_H-I_L+v_H(x_L)-v_L(x_H)\approx I_H-I_L-\frac{s_L^2-s_H^2}{2R^3}.
\]

**Peak.** Between the atoms \(k_L<0<k_H\). If the slopes vary slowly, the peak term is largest where \(w_L=w_H=\tfrac12\), with height \((|k_L|+|k_H|)^2/8\). At distance \(d\) from a centre, \(q=|k_a|\) obeys \(q^2-q'=2I_a-2/d\) up to softening corrections. With \(\kappa_a=\sqrt{2I_a}\), the solution is \(q=\kappa_a-1/(\kappa_ad)\) to order \(1/d\). The height therefore tends to \((\kappa_L+\kappa_H)^2/8\), with a correction that falls only as \(1/R\).

**Far side of H.** The L orbital decays more slowly, so it eventually dominates beyond H as well, and there \(v_s\) returns to zero. Equating leading exponentials puts this at \(d=\kappa_LR/(\kappa_H-\kappa_L)\) beyond H. For \(R=12\) bohr this is \(0.9751\times12/0.2942\approx40\) bohr, an untested estimate that ignores power-law prefactors. It lies outside the box, and \(\phi\) would be below \(e^{-40}\) there, far below what this solver resolves.

## Worked example

The grid has \(h=0.125\) bohr and extends 14 bohr beyond each nucleus. The atoms have \(I_L=0.4755\) and \(I_H=0.8055\) hartree, so the expected step is \(0.3301\) hartree (8.98 eV). In the table, "peak" is the maximum of the peak term between the nuclei, \(x_p\) its position, and "sum" the same maximum from (D). Lengths are in bohr and energies in hartree.

| \(R\) | \(I\) | \(\Delta\) | peak | \(x_p\) | sum |
|---|---|---|---|---|---|
| 2 | 0.5182 | 0.2630 | 0.040 | 0.17 | 0.128 |
| 4 | 0.4682 | 0.3382 | 0.143 | 0.33 | 0.265 |
| 6 | 0.4691 | 0.3274 | 0.318 | 0.44 | 0.353 |
| 8 | 0.4728 | 0.3285 | 0.413 | 0.59 | 0.410 |
| 10 | 0.4742 | 0.3292 | 0.456 | 0.74 | 0.448 |
| 12 | 0.4748 | 0.3296 | 0.481 | 0.89 | 0.475 |

The step does not approach its limit monotonically: it overshoots at \(R=4\) bohr. There \(\Delta\) is already within 3% of the limit, while the peak has less than a quarter of its limiting height. A difference between two nuclei is thus no evidence that the bond region has reached its dissociated form. At \(R=12\) bohr the softening correction is \(-(2.25-0.64)/(2\times1728)=-0.0005\) hartree, which accounts for the computed \(0.3296\) (8.97 eV).

The peak is slower. With \(\kappa_L=0.9751\) and \(\kappa_H=1.2693\) bohr\(^{-1}\), its limit is \(2.2444^2/8=0.630\) hartree, and at \(R=12\) bohr it has reached 76% of that, \(0.481\) hartree (13.1 eV). Its distances from L and H are then 6.893 and 5.107 bohr, so the tail formula gives

\[
\frac{(0.9751-0.1488+1.2693-0.1543)^2}{8}=0.471\ \text{hartree},
\]

2% below the computed height. The peak lies nearer H because the H orbital decays faster, so the two amplitudes become equal closer to H.

At \(R=12\) bohr, \(v_{Hxc}\) is 0.084 hartree at L, 0.828 at \(x=1\) bohr and 0.413 at H. Five bohr beyond H, \(v_s\) is still \(+0.132\) hartree, against \(0.133\) from (D). Between 8 bohr outside L and 6 bohr outside H, the largest deviation of \(v_s\) from (D) is 0.013 hartree; at \(R=6\) bohr it is 0.047 hartree. At \(R=2\) bohr (D) gives three times the actual peak and should not be used.

**Noise study.** At \(R=10\) bohr, noise with \(\sigma=5\times10^{-7}\) bohr\(^{-1}\) is added to \(\psi\). At the peak, \(\phi=0.0204\) bohr\(^{-1/2}\), and the law predicts for (A)

\[
\frac{3.458\times5\times10^{-7}\times\sqrt{0.125}}{2\times0.125^2\times0.0204}=9.6\times10^{-4}\ \text{hartree}.
\]

Over all points with \(\phi>0.003\) bohr\(^{-1/2}\), the sampled rms error of (A) is 1.015 times the prediction, and that of (B) is 0.017 times it, a reduction by about 60 on average. The gain is uneven: at the peak, where \(\partial_x\Phi\) is largest and the first-order error of the peak term dominates, it is only about 15, while at the nuclei it is several thousand. For one noise sample and \(\tau=0.01\) hartree, the trusted window runs from \(-13.1\) to \(11.4\) bohr, with the nuclei at \(\pm5\). Inside it the largest errors are \(9.6\times10^{-3}\) hartree for (A) and \(7\times10^{-4}\) for (B). Outside it neither form is vouched for. The largest error of (A) there, 44 hartree, is the size expected at the wall, where \(\phi\) is a flat noise floor cut off by the box and \((c_1+c_2+c_3)/2h^2=43.6\) hartree. Where \(\Phi\) is pure noise, the step and peak terms of (B) are each about \(|c_0|/2h^2\), some 170 hartree together, an estimate the program does not print.

## Failure modes

- **Only the density is known.** Form (B) and the gauge (C) need \(\psi\). With \(n\) alone, (A) remains up to its constant \(E_2-E_1\), which must be supplied separately, and the noise law sets the smallest usable \(\phi\).
- **Errors the gauge cannot see.** Equation (C) vanishes for any eigenvector of the grid Hamiltonian, including an excited one, and whatever the discretization or box error. It also sees only the projection of each residual row on \(\psi_i\), so a smooth error in \(\psi\) can shift (A) and (B) together by much more than \(\tau\); the window was tested for white noise only, and the full residual norm must be checked as well. Agreement of (A) and (B) is necessary for an eigenstate, not sufficient. The state needs a separate check, here a configuration-interaction energy at \(R=2\) bohr, which lies \(5\times10^{-6}\) hartree above the grid value. The spacing needs a second grid: \(h=1/6\) bohr changes the peak at \(R=10\) bohr by \(1\times10^{-4}\) hartree.
- **Mixed stencils.** Identity (C) requires the same \(D\) in the solver and in the inversion. Otherwise the gauge also reports the difference between the stencils.
- **Peak between grid points.** The peak term has a full width at half height of about 0.9 bohr, some seven grid points, and at \(R=12\) bohr the largest grid value can lie up to 0.007 hartree below the maximum, so its height should be read from an interpolant. The program uses a quintic spline.
- **More than two electrons, or a triplet.** The density then no longer fixes a single orbital, and (A) does not apply.

As a consistency check, solve the Kohn-Sham equation with the potential from (B). With (A), \(\phi\) is by construction a grid eigenvector with eigenvalue \(E_2-E_1\) (for a smooth positive \(\phi\) it is expected to be the lowest, although with \(c_2<0\) positivity alone does not prove this), so this test confirms only that (B) agrees with (A) and shares the blind spots of (C). In all six runs its lowest eigenvalue agrees with \(E_2-E_1\) to within the tested \(10^{-6}\) hartree, and its orbital reproduces \(\phi\) to \(5\times10^{-10}\) bohr\(^{-1/2}\). The numerical check contains this test and those of the noise law, of (D) and of the large-\(R\) behaviour.

## Computed results

```
softening lengths L, H, repulsion: 1.5, 0.8, 0.8 bohr
grid spacing 0.125 bohr, box margin 14.0 bohr
largest grid: 319 points per electron
I_L = 0.47546 hartree, I_H = 0.80552 hartree
I_H - I_L = 0.33007 hartree = 8.982 eV
kappa_L = 0.9751, kappa_H = 1.2693 1/bohr
R, x_peak in bohr; E2, I, step, peak, atomic-sum peak in hartree
   R       E2        I      step     peak   x_peak  sum-peak
  2.0  -1.76086  0.51821   0.2630   0.0403   0.173   0.1275
  4.0  -1.52680  0.46818   0.3382   0.1433   0.329   0.2649
  6.0  -1.44189  0.46911   0.3274   0.3178   0.440   0.3534
  8.0  -1.40337  0.47280   0.3285   0.4129   0.588   0.4096
 10.0  -1.37971  0.47421   0.3292   0.4561   0.742   0.4475
 12.0  -1.36361  0.47478   0.3296   0.4812   0.893   0.4745
step at R=12: 8.969 eV
peak at R=12: 13.095 eV
peak from Coulomb tails at R=12: 0.4711 hartree
peak limit for infinite R: 0.6297 hartree
profile at R=12: x in bohr, the rest in hartree
     x   step term  peak term   v_Hxc      v_s   atomic sum
 -10.0     0.0627     0.0000    0.0627   -0.2338   -0.2341
  -6.0     0.0838     0.0000    0.0838   -0.6660   -0.6667
  -2.0     0.1262     0.0000    0.1262   -0.2322   -0.2341
   0.0     0.1785     0.0542    0.2327   -0.0942   -0.0979
   1.0     0.3673     0.4609    0.8282    0.4910    0.4788
   2.0     0.4544     0.0245    0.4788    0.1108    0.1071
   4.0     0.4307     0.0000    0.4307   -0.1324   -0.1342
   6.0     0.4134     0.0000    0.4134   -0.9193   -0.9199
  11.0     0.3881     0.0000    0.3881    0.1321    0.1326
max |v_s - atomic sum|, R=6: 0.0474 hartree
max |v_s - atomic sum|, R=12: 0.0132 hartree
superposition formula error: 1.1e-04 hartree
CI minus grid energy, R=2: 4.8e-06 hartree
largest residual: 5.0e-11 hartree
largest mismatch of the two forms: 1.2e-09 hartree
orbital recovered from v_s within 4.9e-10 bohr^-1/2
coarse grid change of peak: -9.8e-05 hartree
coarse grid change of step: 8.0e-08 hartree
loose state, R=10: residual 9.5e-05 hartree
  energy error 7.5e-09, v_s error 2.4e-04 hartree
noise study, R=10: sigma = 5.0e-07 1/bohr
stencil norm 3.4577 (dimensionless)
phi at the peak: 0.0204 bohr^-1/2
predicted direct noise at the peak: 9.6e-04 hartree
sampled/predicted rms, direct form: 1.015
sampled/predicted rms, conditional form: 0.017
window at 0.01 hartree: -13.12 to 11.38 bohr
  direct error inside 9.6e-03 hartree
  conditional error inside 7.1e-04 hartree
  direct error outside 4.4e+01 hartree
```
